# Quantum-well level spacing and thermal energy in a GaAs layer: a program that tests the result

```python
"""
Result under test: an electron of effective mass m in an infinite well of
width L has E2 - E1 > kB*T exactly when L < Lc, with
    Lc = pi * hbar * sqrt(3 / (2 m kB T)),
about 25 nm for m = 0.067 electron masses at T = 300 K.

Symbols: E_n = level n of the motion across the layer; kB*T = thermal energy;
A = hbar^2/(2m); V0 = height of a finite barrier; k0 = sqrt(V0/A).
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq

mass_ratio = 0.067
temperature = 300.0
kT = const.k * temperature / const.e
A_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
A = A_free / mass_ratio


def level_formula(n, width):
    return A * (np.pi * n / width) ** 2


def limit_formula(a_value, thermal_energy):
    return np.pi * np.sqrt(3 * a_value / thermal_energy)


def levels_numeric(width, count=2, points=1500):
    """Lowest levels from finite differences with hard walls."""
    h = width / (points + 1)
    diagonal = np.full(points, 2 * A / h**2)
    off_diagonal = np.full(points - 1, -A / h**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def spacing_numeric(width):
    e = levels_numeric(width)
    return e[1] - e[0]


# Levels and limiting width: diagonalization against the formulas
widths = [10.0, 20.0, 25.0, 30.0]
for w in widths:
    expected = level_formula(np.array([1, 2]), w)
    assert np.allclose(levels_numeric(w), expected, rtol=1e-5)
Lc = limit_formula(A, kT)
Lc_numeric = brentq(lambda w: spacing_numeric(w) - kT, 5.0, 60.0)
assert abs(Lc_numeric / Lc - 1) < 1e-5
assert all(spacing_numeric(w) > kT for w in (5.0, 15.0, 25.0))
assert all(spacing_numeric(w) < kT for w in (26.0, 35.0, 60.0))

# Thermal wavelength from the 1D partition function per unit length
k_thermal = np.sqrt(kT / A)
z_per_length = quad(lambda k: np.exp(-A * k**2 / kT) / (2 * np.pi),
                    -12 * k_thermal, 12 * k_thermal)[0]
lambda_T = 1 / z_per_length
assert abs(Lc_numeric / lambda_T - np.sqrt(3 * np.pi / 4)) < 1e-4

# Subband populations: Fermi-Dirac sum over in-plane wavevectors
nodes, weights = np.polynomial.legendre.leggauss(200)
k_max = np.sqrt(40 * kT / A)
k_plane = 0.5 * k_max * (nodes + 1)
k_weight = 0.5 * k_max * weights


def populations_fermi(width, density):
    """Electrons per nm^2 in each of 8 subbands, two spin states."""
    e = levels_numeric(width, count=8)

    def subbands(mu):
        x = (e[:, None] + A * k_plane[None, :] ** 2 - mu) / kT
        return (k_plane * k_weight / np.pi / (np.exp(x) + 1)).sum(axis=1)

    mu = brentq(lambda m: subbands(m).sum() - density,
                e[0] - 15 * kT, e[0] + 10 * kT)
    return subbands(mu)


def ground_fraction_boltzmann(spacing_over_kT):
    n = np.arange(1, 50)
    return 1 / np.exp(-(n**2 - 1) * spacing_over_kT / 3).sum()


L_pure = Lc / np.sqrt(3)
dilute = populations_fermi(Lc, 1e-4)
dilute_pure = populations_fermi(L_pure, 1e-4)
dense = populations_fermi(Lc, 1e-2)
fraction_c = ground_fraction_boltzmann(1.0)
fraction_pure = ground_fraction_boltzmann(3.0)
assert abs(spacing_numeric(L_pure) / kT - 3) < 1e-4
# Remaining difference is the weak degeneracy at the finite low density
assert abs(dilute[1] / dilute[0] / np.exp(-1) - 1) < 0.01
assert abs(dilute[0] / dilute.sum() / fraction_c - 1) < 0.01
assert abs(dilute_pure[0] / dilute_pure.sum() / fraction_pure - 1) < 0.01
assert dense[0] / dense.sum() < dilute[0] / dilute.sum()

# Finite barriers: diagonalization in the sine basis of a wide outer box
V0 = 0.25
outer = 60.0
index = np.arange(1, 151)
difference = index[:, None] - index[None, :]
total = index[:, None] + index[None, :]


def finite_levels(width):
    def cosine_mean(p):
        return np.cos(p * np.pi / 2) * np.sinc(p * width / (2 * outer))

    inside = width / outer * (cosine_mean(difference) - cosine_mean(total))
    kinetic = np.diag(A * (np.pi * index / outer) ** 2)
    h = kinetic + V0 * (np.eye(len(index)) - inside)
    return eigvalsh(h)[:2]


L_finite = brentq(lambda w: np.diff(finite_levels(w))[0] - kT, 15.0, 30.0)
k0 = np.sqrt(V0 / A)
L_estimate = Lc - 2 / k0
E_finite = finite_levels(L_finite)
assert E_finite[1] < V0
# The estimate keeps only the first term of the arcsine
assert abs(L_finite - L_estimate) < 0.2
assert L_finite < Lc

# Free-electron mass, and the scaling of the limit with mass
L_free = limit_formula(A_free, kT)
assert abs(L_free / Lc_numeric - np.sqrt(mass_ratio)) < 1e-5

print(f"effective mass: {mass_ratio:.3f} electron masses")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kB*T: {kT*1e3:.2f} meV")
print(f"hbar^2/(2m), effective mass: {A:.4f} eV nm^2")
print(f"E1*L^2 = pi^2*hbar^2/(2m): {np.pi**2*A:.3f} eV nm^2")
print(f"(E2-E1)*L^2: {3*np.pi**2*A:.3f} eV nm^2")
print(f"limiting width Lc, formula: {Lc:.2f} nm")
print(f"limiting width Lc, diagonalization: {Lc_numeric:.2f} nm")
for w in widths:
    e1, e2 = level_formula(np.array([1, 2]), w)
    print(f"L = {w:.0f} nm: E1 = {e1*1e3:.2f} meV, E2 = {e2*1e3:.2f} meV")
    print(f"  E2-E1 = {(e2-e1)*1e3:.2f} meV = {(e2-e1)/kT:.2f} kB*T")
print(f"thermal wavelength: {lambda_T:.2f} nm")
print(f"Lc / thermal wavelength: {Lc/lambda_T:.3f}")
print(f"N2/N1 at Lc, Boltzmann: {np.exp(-1):.3f}")
print(f"N2/N1 at Lc, Fermi, 1e10 cm^-2: {dilute[1]/dilute[0]:.3f}")
print(f"ground-subband fraction at Lc, Boltzmann: {fraction_c:.3f}")
print(f"ground fraction at Lc, 1e12 cm^-2: {dense[0]/dense.sum():.3f}")
print(f"width for spacing 3 kB*T: {L_pure:.2f} nm")
print(f"ground fraction there, Boltzmann: {fraction_pure:.3f}")
print(f"limiting width for free-electron mass: {L_free:.2f} nm")
print(f"finite barrier height V0: {V0:.2f} eV")
print(f"penetration length 1/k0: {1/k0:.2f} nm")
print(f"finite-well limit, estimate Lc-2/k0: {L_estimate:.2f} nm")
print(f"finite-well limit, diagonalization: {L_finite:.2f} nm")
print(f"finite-well E1 at its limit: {E_finite[0]*1e3:.2f} meV")
print(f"finite-well E2 at its limit: {E_finite[1]*1e3:.2f} meV")
print("OK")
```

Output:

```
effective mass: 0.067 electron masses
temperature: 300 K
thermal energy kB*T: 25.85 meV
hbar^2/(2m), effective mass: 0.5687 eV nm^2
E1*L^2 = pi^2*hbar^2/(2m): 5.612 eV nm^2
(E2-E1)*L^2: 16.837 eV nm^2
limiting width Lc, formula: 25.52 nm
limiting width Lc, diagonalization: 25.52 nm
L = 10 nm: E1 = 56.12 meV, E2 = 224.50 meV
  E2-E1 = 168.37 meV = 6.51 kB*T
L = 20 nm: E1 = 14.03 meV, E2 = 56.12 meV
  E2-E1 = 42.09 meV = 1.63 kB*T
L = 25 nm: E1 = 8.98 meV, E2 = 35.92 meV
  E2-E1 = 26.94 meV = 1.04 kB*T
L = 30 nm: E1 = 6.24 meV, E2 = 24.94 meV
  E2-E1 = 18.71 meV = 0.72 kB*T
thermal wavelength: 16.63 nm
Lc / thermal wavelength: 1.535
N2/N1 at Lc, Boltzmann: 0.368
N2/N1 at Lc, Fermi, 1e10 cm^-2: 0.369
ground-subband fraction at Lc, Boltzmann: 0.692
ground fraction at Lc, 1e12 cm^-2: 0.629
width for spacing 3 kB*T: 14.73 nm
ground fraction there, Boltzmann: 0.952
limiting width for free-electron mass: 6.61 nm
finite barrier height V0: 0.25 eV
penetration length 1/k0: 1.51 nm
finite-well limit, estimate Lc-2/k0: 22.50 nm
finite-well limit, diagonalization: 22.41 nm
finite-well E1 at its limit: 8.67 meV
finite-well E2 at its limit: 34.52 meV
OK
```
